**Next-nearest-neighbour correlator of the Heisenberg chain from the large-U Hubbard expansion**

For the spin-1/2 Heisenberg ring of $L$ sites, $C_r=\langle S^z_jS^z_{j+r}\rangle$ in the ground state tends to $C_1=1/12-(\ln2)/3$ and $C_2=1/12-(4/3)\ln2+(3/4)\zeta(3)$ as $L\to\infty$. The result follows by matching the fourth-order spin Hamiltonian of the half-filled Hubbard chain (hopping $t$, repulsion $U$), with $J_1=4t^2/U-16t^4/U^3$ and $J_2=4t^4/U^3$, to the Lieb–Wu energy per site $e=-4\ln2\,t^2/U+9\zeta(3)\,t^4/U^3-\dots$. The program asserts the dimer, disjoint-bond and trimer operator identities in Fock space, the two-spin form for the six-site ring and its failure for four sites, and the agreement of Lieb–Wu energies with diagonalization at $L=6,8$ and with the Bessel integral after extrapolation. It also asserts the root-density equation, the large-$U$ series against quadrature, the $U^{-5}$ scaling of the six-site remainder, and the finite-ring Gaudin-matrix formula for $C_2(L)$ against diagonalization for even $L$ from 4 to 20. Three-point fits to rings with $L\le20$ give 0.0606744 and 0.0606760, and Richardson extrapolation from $L=512,1024$ gives 0.0606797696, against the closed form 0.0606797700. A model example with $t=0.4$ eV and $U=4$ eV prints $J_1$, $J_2$, the energy at orders two to six, and shows that a single energy at $U=10t$ does not determine $C_2$.

## Numerical verification

```python
# Result under test: in the ground state of the spin-1/2 Heisenberg ring, L -> infinity,
#   C2 = <Sz_j Sz_{j+2}> = 1/12 - (4/3) ln 2 + (3/4) zeta(3),   C1 = 1/12 - (ln 2)/3.
# Road A: half-filled Hubbard chain (hopping t = 1, repulsion U, u = U/4):
#   H_eff = -J1 sum P_{j,j+1} - J2 sum P_{j,j+2}, J1 = 4/U - 16/U^3, J2 = 4/U^3,
#   P = 1/4 - S.S, matched to the Lieb-Wu energy e = -4 ln2/U + 9 zeta(3)/U^3 - ...
# Road B: diagonalization of finite Heisenberg rings and extrapolation in 1/L^2.
# Tp, T0, Tm: hopping that raises, keeps, lowers the doublon number. Energies in t.
import numpy as np, mpmath as mp, itertools
import scipy.sparse as sps
from scipy.sparse.linalg import eigsh
from scipy.integrate import quad
from scipy.special import j0, j1, expit

ln2, z3, z5 = float(mp.log(2)), float(mp.zeta(3)), float(mp.zeta(5))
C1inf = 1/12 - ln2/3
C2inf = 1/12 - 4*ln2/3 + 0.75*z3

# ---------- Hubbard model in Fock space, mode index 2*site+spin ----------
def hubbard(L, bonds, nup):
    states = [sum(1 << (2*i) for i in a) + sum(1 << (2*i+1) for i in b)
              for a in itertools.combinations(range(L), nup)
              for b in itertools.combinations(range(L), L-nup)]
    idx = {s: n for n, s in enumerate(states)}
    r, c, v = [], [], []
    for n, s in enumerate(states):
        for i, j, w in bonds:
            for sp in (0, 1):
                p, q = 2*i+sp, 2*j+sp
                if ((s >> p) ^ (s >> q)) & 1:
                    lo, hi = min(p, q), max(p, q)
                    mask = ((1 << hi)-1) ^ ((1 << (lo+1))-1)
                    r.append(idx[s ^ (1 << p) ^ (1 << q)]); c.append(n)
                    v.append(-w*(-1)**bin(s & mask).count("1"))
    T = sps.csr_matrix((v, (r, c)), shape=(len(states),)*2, dtype=float)
    D = np.array([sum((s >> (2*i)) & 3 == 3 for i in range(L)) for s in states])
    return states, T, D

def ring(L):
    return [(i, i+1, 1) for i in range(L-1)] + [(L-1, 0, 1 if L % 4 == 2 else -1)]

def expansion(L, bonds, nup):
    states, T, D = hubbard(L, bonds, nup)
    T = T.toarray(); dd = D[:, None]-D[None, :]
    Tp, T0, Tm = T*(dd == 1), T*(dd == 0), T*(dd == -1)
    k = np.where(D == 0)[0]; sub = lambda X: X[np.ix_(k, k)]
    A = sub(Tm@Tp); third = sub(Tm@T0@Tp)
    B = sub(Tm@T0@T0@Tp) + 0.5*sub(Tm@Tm@Tp@Tp)
    spin = [states[n] for n in k]; pos = {s: n for n, s in enumerate(spin)}
    def P(i, j):
        X = np.zeros((len(spin),)*2)
        for n, s in enumerate(spin):
            if (s >> (2*i)) & 3 != (s >> (2*j)) & 3:
                X[n, n] += 0.5
                X[pos[s ^ (3 << (2*i)) ^ (3 << (2*j))], n] -= 0.5
        return X
    return A, third, B, P

A, _, B, P = expansion(2, [(0, 1, 1)], 1)
assert np.allclose(A, 4*P(0, 1)) and np.allclose(A@A-B, 16*P(0, 1))
A, _, B, P = expansion(4, [(0, 1, 1), (2, 3, 1)], 2)
assert np.allclose(A@A-B, 16*(P(0, 1)+P(2, 3))) and not np.allclose(B, 0)
A, _, B, P = expansion(3, [(0, 1, 1), (1, 2, 1)], 2)
Pa, Pb, Pc = P(0, 1), P(1, 2), P(0, 2); X = Pa@Pb+Pb@Pa
assert np.allclose(2*X, Pa+Pb-Pc) and np.allclose(B, 4*(Pa+Pb+2*X))
assert np.allclose(A@A-B, 16*(Pa+Pb)-4*Pc)
mism = {}
for L in (4, 6):
    A, third, B, P = expansion(L, ring(L), L//2)
    S1 = sum(P(i, (i+1) % L) for i in range(L)); S2 = sum(P(i, (i+2) % L) for i in range(L))
    assert np.allclose(A, 4*S1) and np.allclose(third, 0)
    mism[L] = np.abs(A@A-B-(16*S1-4*S2)).max()
assert mism[6] < 1e-10 and mism[4] > 1
print(f"max |H4 - two-spin form| (t^4/U^3): L=4 {mism[4]:.3f}, L=6 {mism[6]:.1e}")

# ---------- Heisenberg rings (sublattice-rotated, off-diagonal -1/2) ----------
def heisenberg(L):
    allv = np.arange(1 << L)
    st = allv[sum((allv >> i) & 1 for i in range(L)) == L//2]
    look = np.full(1 << L, -1); look[st] = np.arange(len(st))
    sz = [((st >> i) & 1)-0.5 for i in range(L)]
    zz = lambda r: sum(sz[i]*sz[(i+r) % L] for i in range(L))
    rows, cols = [], []
    for i in range(L):
        j = (i+1) % L; m = np.where(sz[i] != sz[j])[0]
        cols.append(m); rows.append(look[st[m] ^ (1 << i) ^ (1 << j)])
    rows, cols = np.concatenate(rows), np.concatenate(cols)
    H = sps.csr_matrix((np.full(len(rows), -0.5), (rows, cols)), shape=(len(st),)*2) + sps.diags(zz(1))
    if len(st) < 1000:
        w, V = np.linalg.eigh(H.toarray()); E, psi = w[0], V[:, 0]
        assert w[1]-w[0] > 0.1 and np.all(psi*np.sign(psi.sum()) > 0)
    else:
        w, V = eigsh(H, k=1, which="SA", v0=np.ones(len(st)), tol=1e-12); E, psi = w[0], V[:, 0]
    c1, c2 = psi**2@zz(1)/L, psi**2@zz(2)/L
    m = np.where(sz[0] != sz[2])[0]
    xy = 0.5*psi[m]@psi[look[st[m] ^ 5]]
    assert abs(xy-2*c2) < 1e-9 and abs(E/L-3*c1) < 1e-9   # singlet isotropy
    return c1, c2

# ---------- Bethe equations ----------
def newton(fun, x):
    for _ in range(100):
        F, Jm = fun(x)
        if np.abs(F).max() < 1e-11:
            return x
        d = np.linalg.solve(Jm, -F); a = 1.0
        while np.linalg.norm(fun(x+a*d)[0]) > np.linalg.norm(F) and a > 1e-4:
            a /= 2
        x = x+a*d
    raise RuntimeError("no convergence")

def xxx(L):
    M = L//2; Jq = np.arange(M)-(M-1)/2
    def fun(l):
        d = l[:, None]-l[None, :]; K = 4/(4+d*d)
        F = 2*L*np.arctan(l)-2*np.pi*Jq-2*np.arctan(d/2).sum(1)
        return F, np.diag(2*L/(1+l*l)-K.sum(1))+K
    l = newton(fun, 4/np.pi*np.arctanh(np.tan(np.pi*Jq/L)))
    return l, fun(l)[1]

def bethe_corr(L):
    l, G = xxx(L)
    h, h1, h2 = 2/(1+l*l), -4*l/(1+l*l)**2, (12*l*l-4)/(1+l*l)**3
    g = h1@np.linalg.solve(G, h1)
    return (1/12-h.sum()/(3*L), 1/12+(4*L*g-2*h2.sum()-4*h.sum())/(3*L),
            l, h.sum(), g, h2.sum())

def lieb_wu(L, U):
    M = L//2; Iq = np.arange(L)-(L-1)/2; Jq = np.arange(M)-(M-1)/2
    k, lam = 2*np.pi*Iq/L, xxx(L)[0]
    for Uc in np.geomspace(60, U, 8):
        u = Uc/4
        def fun(x):
            kk, La = x[:L], x[L:]
            s = np.sin(kk)[:, None]-La[None, :]; d = La[:, None]-La[None, :]
            a, b = 2*u/(u*u+s*s), 4*u/(4*u*u+d*d); th = 2*np.arctan(s/u)
            F = np.concatenate([L*kk-2*np.pi*Iq+th.sum(1),
                                -th.sum(0)-2*np.pi*Jq-2*np.arctan(d/(2*u)).sum(1)])
            Jm = np.block([[np.diag(L+np.cos(kk)*a.sum(1)), -a],
                           [-(a*np.cos(kk)[:, None]).T, np.diag(a.sum(0)-b.sum(1))+b]])
            return F, Jm
        x = newton(fun, np.concatenate([k, u*lam])); k, lam = x[:L], x[L:]/u
    return -2*np.cos(k).sum()

def e_integral(U):
    f = lambda x: j0(2*x/U)*j1(2*x/U)/x*expit(-x)
    return -4*sum(quad(f, a, b, epsabs=1e-15, epsrel=1e-13)[0] for a, b in ((0, 5), (5, 15), (15, 45)))

rng = np.random.default_rng(1)
for L in (6, 8):
    _, T, D = hubbard(L, ring(L), L//2)
    Eed = eigsh(T+sps.diags(8.0*D), k=1, which="SA", v0=rng.random(len(D)))[0][0]
    Eb = lieb_wu(L, 8.0); assert abs(Eed-Eb) < 1e-9
    print(f"Hubbard L={L}, U=8t: E diagonalized {Eed:.10f} t, Lieb-Wu {Eb:.10f} t")
e100, e200 = lieb_wu(100, 8.0)/100, lieb_wu(200, 8.0)/200
eR, e8 = (4*e200-e100)/3, e_integral(8.0)
assert abs(eR-e8) < 1e-6
print(f"U=8t: e(100) {e100:.8f}, e(200) {e200:.8f}, Richardson {eR:.8f}, integral {e8:.8f} t")
# real-space root density: check its integral equation and the energy on grids
u = 2.0; kg = 2*np.pi*np.arange(128)/128; Lg = u*np.arange(-250, 251)*0.1; dL = 0.1*u
lor = lambda x, w: w/np.pi/(w*w+x*x)
sig = (1/(4*u*np.cosh(np.pi*(Lg[:, None]-np.sin(kg))/(2*u)))).mean(1)
res = sig+lor(Lg[:, None]-Lg, 2*u)@sig*dL-lor(Lg[:, None]-np.sin(kg), u).mean(1)
eg = -4*np.pi*(np.cos(kg)**2*(lor(np.sin(kg)[:, None]-Lg, u)@sig*dL)).mean()
assert np.abs(res).max() < 1e-12 and abs(sig.sum()*dL-0.5) < 1e-12 and abs(eg-e8) < 1e-11

# ---------- large-U series ----------
mp.mp.dps = 30
tay = mp.taylor(lambda w: mp.besselj(0, w)*mp.besselj(1, w), 0, 5)
assert all(abs(tay[n]-v) < 1e-12 for n, v in ((1, 0.5), (3, -3/16), (5, 5/192)))
fa = mp.factorial
cm = lambda m: -4*(-1)**m*fa(2*m+1)*fa(2*m)*mp.altzeta(2*m+1)/(fa(m)*fa(m+1))**2
assert abs(sum(cm(m)/mp.mpf(6)**(2*m+1) for m in range(60))-e_integral(6.0)) < 1e-12
assert abs(abs(cm(201)/cm(200))/16-1) < 0.02
q = [(e_integral(U)+4*ln2/U)*U**3 for U in (20.0, 40.0, 80.0)]
r1, r2 = (4*q[1]-q[0])/3, (4*q[2]-q[1])/3; c4num = (16*r2-r1)/15
assert abs(c4num-9*z3) < 1e-5
print(f"ln 2 {ln2:.10f}, zeta(3) {z3:.10f}, zeta(5) {z5:.10f}")
print(f"series c0 {float(cm(0)):.8f}, c1 {float(cm(1)):.8f}, c2 {float(cm(2)):.8f}")
print(f"|c201/c200| {float(abs(cm(201)/cm(200))):.4f}")
print(f"U^-3 coefficient from quadrature {c4num:.7f}, 9 zeta(3) {9*z3:.7f}")
C2quad = (0.25+(c4num-16*ln2)/4)/3
assert abs(C2quad-C2inf) < 1e-6
print(f"closed forms: C1 {C1inf:.10f}, C2 {C2inf:.10f}, <S.S>_2 {3*C2inf:.10f}")
print(f"C2 from matched quadrature coefficient {C2quad:.8f}")

# ---------- finite rings ----------
ed = {}
print("L, C1 diagonalized, C2 diagonalized, C2 Bethe formula, L^2 (C2 - C2inf)")
for L in range(4, 21, 2):
    ed[L] = heisenberg(L); b = bethe_corr(L)
    assert abs(b[0]-ed[L][0]) < 1e-9 and abs(b[1]-ed[L][1]) < 1e-9
    print(f"{L:3d} {ed[L][0]:.10f} {ed[L][1]:.10f} {b[1]:.10f} {L*L*(ed[L][1]-C2inf):.5f}")
b = bethe_corr(6)
print("L=6 roots " + " ".join(f"{round(x, 8)+0.0:.8f}" for x in b[2]))
print(f"L=6 sum h {b[3]:.8f}, h'G^-1h' {b[4]:.8f}, sum h'' {b[5]:.8f}")
_, T, D = hubbard(6, ring(6), 3); T = T.toarray()
E2 = 24*(3*ed[6][0]-0.25); E4 = 6*(-16*(3*ed[6][0]-0.25)+4*(3*ed[6][1]-0.25))
rem = [np.linalg.eigvalsh(T+np.diag(U*D))[0]-E2/U-E4/U**3 for U in (40.0, 80.0)]
assert 30 < rem[0]/rem[1] < 34
print(f"L=6 Hubbard: E2 {E2:.8f} t^2/U, E4 {E4:.8f} t^4/U^3")
print(f"L=6 remainder: U=40t {rem[0]:.4e} t, U=80t {rem[1]:.4e} t, ratio {rem[0]/rem[1]:.3f}")
for Ls in ((12, 16, 20), (16, 18, 20)):
    V = np.array([[1, L**-2.0, L**-4.0] for L in Ls])
    c = np.linalg.solve(V, [ed[L][1] for L in Ls])
    assert abs(c[0]-C2inf) < 6e-5   # limited by logarithmic drift of the 1/L^2 amplitude
    print(f"fit L={Ls}: C2 {c[0]:.7f}, a {c[1]:.4f}, b {c[2]:.3f}, error {c[0]-C2inf:.2e}")
print(f"unextrapolated error at L=20: {ed[20][1]-C2inf:.2e}")
big = {L: bethe_corr(L) for L in (64, 128, 256, 512, 1024)}
for L in big:
    print(f"Bethe L={L}: C2 {big[L][1]:.10f}, L^2 (C2 - C2inf) {L*L*(big[L][1]-C2inf):.5f}")
assert abs(4*(big[1024][1]-C2inf)/(big[512][1]-C2inf)-1) < 0.02
R1, R2 = [(4*big[1024][n]-big[512][n])/3 for n in (0, 1)]
assert abs(R1-C1inf) < 2e-8 and abs(R2-C2inf) < 2e-8
print(f"Richardson 512/1024: C1 {R1:.10f}, C2 {R2:.10f}, C2 error {R2-C2inf:.1e}")

# ---------- worked example ----------
t_eV, U_eV = 0.4, 4.0; U = U_eV/t_eV; meV = 1000*t_eV
J1, J2 = 4/U-16/U**3, 4/U**3; e = e_integral(U)
o2 = -4*ln2/U; o4 = o2+9*z3/U**3; o6 = o4-75*z5/U**5
assert abs(e-o6) < abs(e-o4) < abs(e-o2)
print(f"example: t {t_eV} eV, U {U_eV} eV, U/t {U:.1f}")
print(f"J1 {J1:.6f} t = {J1*meV:.2f} meV, J2 {J2:.6f} t = {J2*meV:.2f} meV, J2/J1 {J2/J1:.5f}")
print(f"e quadrature {e:.8f} t = {e*meV:.3f} meV per site")
print(f"e order 2 {o2:.8f} t, order 4 {o4:.8f} t, order 6 {o6:.8f} t")
print(f"order-4 parts: J1 correction {16*ln2/U**3:.8f} t, J2 term {J2*(3*C2inf-0.25):.8f} t")
for Ux in (10.0, 40.0):
    est = 1/12-4*ln2/3+(e_integral(Ux)+4*ln2/Ux)*Ux**3/12
    pred = -75*z5/(12*Ux**2)
    assert abs((est-C2inf)/pred-1) < 16/Ux**2
    print(f"C2 estimate at U={Ux:.0f}t: {est:.6f}, error {est-C2inf:.6f}, leading predicted {pred:.6f}")
print("all good")
```

Running it gives:

```
max |H4 - two-spin form| (t^4/U^3): L=4 40.000, L=6 0.0e+00
Hubbard L=6, U=8t: E diagonalized -2.0481308861 t, Lieb-Wu -2.0481308861 t
Hubbard L=8, U=8t: E diagonalized -2.6726757433 t, Lieb-Wu -2.6726757433 t
U=8t: e(100) -0.32756884, e(200) -0.32754011, Richardson -0.32753053, integral -0.32753053 t
ln 2 0.6931471806, zeta(3) 1.2020569032, zeta(5) 1.0369277551
series c0 -2.77258872, c1 10.81851213, c2 -77.76958164
|c201/c200| 15.8419
U^-3 coefficient from quadrature 10.8185105, 9 zeta(3) 10.8185121
closed forms: C1 -0.1477157269, C2 0.0606797700, <S.S>_2 0.1820393099
C2 from matched quadrature coefficient 0.06067963
L, C1 diagonalized, C2 diagonalized, C2 Bethe formula, L^2 (C2 - C2inf)
  4 -0.1666666667 0.0833333333 0.0833333333 0.36246
  6 -0.1557097577 0.0693375245 0.0693375245 0.31168
  8 -0.1521288920 0.0652593013 0.0652593013 0.29309
 10 -0.1505148785 0.0635166598 0.0635166598 0.28369
 12 -0.1496497477 0.0626109284 0.0626109284 0.27809
 14 -0.1491321318 0.0620797487 0.0620797487 0.27440
 16 -0.1487978408 0.0617414604 0.0617414604 0.27179
 18 -0.1485694275 0.0615126842 0.0615126842 0.26986
 20 -0.1484064422 0.0613507227 0.0613507227 0.26838
L=6 roots -0.85850695 0.00000000 0.85850695
L=6 sum h 4.30277564, h'G^-1h' 0.52735010, sum h'' -2.15138782
L=6 Hubbard: E2 -17.21110255 t^2/U, E4 67.83671197 t^4/U^3
L=6 remainder: U=40t -1.4330e-05 t, U=80t -4.5478e-07 t, ratio 31.511
fit L=(12, 16, 20): C2 0.0606744, a 0.2659, b 1.872, error -5.41e-06
fit L=(16, 18, 20): C2 0.0606760, a 0.2648, b 2.038, error -3.79e-06
unextrapolated error at L=20: 6.71e-04
Bethe L=64: C2 0.0607433230, L^2 (C2 - C2inf) 0.26031
Bethe L=128: C2 0.0606955578, L^2 (C2 - C2inf) 0.25867
Bethe L=256: C2 0.0606837037, L^2 (C2 - C2inf) 0.25780
Bethe L=512: C2 0.0606807515, L^2 (C2 - C2inf) 0.25731
Bethe L=1024: C2 0.0606800151, L^2 (C2 - C2inf) 0.25700
Richardson 512/1024: C1 -0.1477157268, C2 0.0606797696, C2 error -3.9e-10
example: t 0.4 eV, U 4.0 eV, U/t 10.0
J1 0.384000 t = 153.60 meV, J2 0.004000 t = 1.60 meV, J2/J1 0.01042
e quadrature -0.26715492 t = -106.862 meV per site
e order 2 -0.27725887 t, order 4 -0.26644036 t, order 6 -0.26721806 t
order-4 parts: J1 correction 0.01109035 t, J2 term -0.00027184 t
C2 estimate at U=10t: 0.001133, error -0.059547, leading predicted -0.064808
C2 estimate at U=40t: 0.056652, error -0.004028, leading predicted -0.004050
all good
```
